The Mayadas–Shatzkes grain-boundary resistivity: derivation, limits and bounds

A polycrystalline metal resists a current more than a single crystal does, because electrons are reflected at the boundaries between grains. If the bulk mean free path is l and boundaries with reflection probability R follow one another at mean distance D, how large is the resistivity ρ compared with the bulk value ρ₀? The answer can be expressed through

α = (l/D) R/(1−R).

But R depends on the angle of incidence, so this definition is incomplete until an angle, or an average over angles, has been named. The derivation shows which choice makes the definition fit the model below.

**Model and conventions**

Hartree atomic units are used (ħ = m = e = 1). The assumptions are:

(i) The electrons are free and degenerate, with Fermi wavevector k_F and speed v_F = k_F. Response to a steady force is linear.

(ii) Bulk scattering is elastic and isotropic, with mean free path l.

(iii) The boundaries are planes normal to the current direction x. Each is a potential Sδ(x − x_n), which conserves the momentum parallel to the plane.

(iv) Waves from different boundaries do not interfere: probabilities are combined, not amplitudes.

The sample repeats a section of length L that contains N boundaries at arbitrary positions, and D = L/N. Let θ be the angle between velocity and x, c = cos θ, μ = |c|, T = 1 − R, and

r₀ = (S/v_F)².

**Theorem.** Define

α = 2 l r₀/D. (1)

(a) If the angular distribution of the current is taken to be the same at all x, then ρ/ρ₀ = F(α), where

F(α) = 1 / {3[1/3 − α/2 + α² − α³ ln(1 + 1/α)]}. (2)

(b) This function has the limits

F = 1 + 3α/2 − 3α²/4 + … for α → 0,
F = 4α/3 + 16/15 + … for α → ∞. (3)

(c) Without the assumption in (a), for any positions of the boundaries,

1 + 4α/3 ≤ ρ/ρ₀ ≤ F(α). (4)

Part (a) is the Mayadas–Shatzkes formula. Part (c) says how far it can be trusted within the model.

**Lemma 1 (one boundary).** For incidence at angle θ,

R/T = r₀/μ². (5)

Proof. Parallel momentum is conserved, so the problem is one-dimensional with wavevector k = v_Fμ:

−½ψ″ + Sδ(x)ψ = ½k²ψ.

Let ψ = e^{ikx} + r e^{−ikx} on the left and ψ = t e^{ikx} on the right. Continuity gives 1 + r = t. Integrating the equation across x = 0 gives ψ′(0⁺) − ψ′(0⁻) = 2Sψ(0), that is

ik t − ik(1 − r) = 2S t.

With r = t − 1 the left side is 2ik(t − 1). Hence

t = 1/(1 + iS/k), r = t − 1 = −(iS/k)/(1 + iS/k).

Therefore R/T = |r|²/|t|² = S²/k² = r₀/μ². ∎

**Remark (which R enters α).** At normal incidence μ = 1 and R_n/(1 − R_n) = r₀, so (1) reads

α = 2(l/D) R_n/(1 − R_n).

At 45 degrees μ² = 1/2 and R/(1 − R) = 2r₀. The form α = (l/D)R/(1 − R) is therefore correct if R is the reflection probability at 45 degrees. Equivalently, (1 − R)/R may be averaged over the incident flux, whose normalized weight is 2μ dμ:

∫₀¹ 2μ (μ²/r₀) dμ = 1/(2r₀).

Inserting the normal-incidence value without the factor 2 halves α.

**Lemma 2 (equations inside a grain).** Write the distribution as

f = f₀ + (−∂f₀/∂ε) K g(x, c),

where K is the mean force along x, so that g is a length. The steady Boltzmann equation is

v_F c ∂f/∂x + K ∂f/∂p_x = −(f − f̄)/τ, τ = l/v_F,

where the bar is the average over directions; isotropic elastic scattering returns electrons evenly to all directions. To first order in K, ∂f/∂p_x may be replaced by ∂f₀/∂p_x = v_F c ∂f₀/∂ε. Dividing by v_F K(−∂f₀/∂ε) gives

c g′ − c = −(g − ḡ)/l, or c g′ + (g − ḡ)/l = c. (6)

Charge that collects near boundaries produces an additional potential with no mean slope. It adds an isotropic function of x to g when g is measured at fixed total energy. Equation (6) then keeps its form.

For μ > 0 put

u = g(x, μ) − g(x, −μ), w = g(x, μ) + g(x, −μ).

Here u carries the current and w the density. Equation (6) at c = μ and at c = −μ reads

μ g′(x, μ) + [g(x, μ) − ḡ]/l = μ,
−μ g′(x, −μ) + [g(x, −μ) − ḡ]/l = −μ.

Their difference and sum are

μ w′ + u/l = 2μ, (7)
μ u′ + h/l = 0, h = w − 2ḡ. (8)

Since ḡ = ½∫₋₁¹ g dc = ½∫₀¹ w dμ, we have ∫₀¹ h dμ = 0. Integrating (8) over μ then shows that

J = ∫₀¹ μ u dμ (9)

does not depend on x inside a grain. This is current conservation. Without boundaries, u = 2lμ solves (7), and J = 2l/3. The current at given force is proportional to J, so

ρ/ρ₀ = 2l/(3J). (10)

**Lemma 3 (matching and balance).** Across a boundary u is continuous, and w jumps by −2(R/T)u.

Proof. Let p be the value of g arriving from the left and q the value arriving from the right, both at the same μ. The outgoing values are Tp + Rq on the right and Tq + Rp on the left. Hence

u(right) = Tp + Rq − q = T(p − q),
u(left) = p − Tq − Rp = T(p − q).

So u is continuous, and J is the same in all grains. Further,

w(right) − w(left) = (Tp + Rq + q) − (p + Tq + Rp)
= (T − 1 − R)(p − q) = −2R(p − q) = −2(R/T)u. ∎

Let ⟨…⟩ be the average over the length L, and ⟨…⟩_b the average over the N boundaries. Since w is periodic, its growth inside the grains must compensate its jumps:

∫ w′ dx = 2(R/T) Σ_n u(x_n), so ⟨w′⟩ = (2/D)(R/T)⟨u⟩_b.

Averaging (7) and using (5) and (1), which give 2μ(R/T)/D = 2r₀/(μD) = α/(lμ), we obtain

⟨u⟩/l + (α/(lμ)) ⟨u⟩_b = 2μ. (11)

No approximation has been made within the model. The 2 in α comes from the jump of w: a reflection does not merely stop an electron's motion along x but reverses it.

**Proof of (a).** If u does not depend on x, then ⟨u⟩_b = ⟨u⟩ = u, and (11) gives

u = 2lμ/(1 + α/μ) = 2lμ²/(μ + α). (12)

This corresponds to a relaxation rate (1/τ)(1 + α/μ). Electrons moving almost parallel to the planes meet them rarely, in proportion to μ, but R/T grows as 1/μ², so the product grows as 1/μ.

From (9) and (10),

ρ₀/ρ = (3/(2l)) ∫₀¹ μ u dμ = 3 ∫₀¹ μ³/(μ + α) dμ. (13)

Because (μ + α)(μ² − αμ + α²) = μ³ + α³,

μ³/(μ + α) = μ² − αμ + α² − α³/(μ + α).

Integrating from 0 to 1 term by term gives

1/3 − α/2 + α² − α³ ln[(1 + α)/α],

which is the bracket in (2). ∎

**Proof of (b).** For small α, (2) gives

1/F = 1 − 3α/2 + 3α² + O(α³ ln(1/α)).

With 1/(1 − z) = 1 + z + z² + … and z = 3α/2 − 3α²,

F = 1 + 3α/2 − 3α² + 9α²/4 + … = 1 + 3α/2 − 3α²/4 + ….

For large α the closed form consists of large terms that nearly cancel, so it is safer to expand the integrand of (13):

μ³/(μ + α) = μ³/α − μ⁴/α² + ….

Therefore

1/F = 3/(4α) − 3/(5α²) + … = (3/(4α))[1 − 4/(5α) + …],

F = (4α/3)[1 + 4/(5α) + …] = 4α/3 + 16/15 + …. ∎

The leading large-α law does not contain l when written for ρ itself, since ρ₀ ∝ 1/l and α ∝ l. The boundaries then limit the current. The constant 16/15 is small relative to 4α/3 only when α is well above one: at α = 10, F = 14.40, while 4α/3 = 13.33.

**Lemma 4 (minimum dissipation).** For functions y(x, μ) and z(x, μ), periodic and continuous in x, define

B(y, z) = ∫₀¹ dμ { ⟨yz⟩/l + μ²l⟨y′z′⟩ + (α/(lμ))⟨yz⟩_b },

and Q[y] = B(y, y). The solution u minimizes Q among all y that have ∫₀¹ μ y dμ = J at every x. Moreover

ρ/ρ₀ = (l/3) Q[u]/J². (14)

Proof. Multiply (7) by such a y, average over x and integrate over μ:

∫₀¹ dμ { μ⟨w′y⟩ + ⟨uy⟩/l } = 2J. (15)

Integrate the first term by parts in each grain. The end terms add up to y(x_n)[w(left) − w(right)] at each boundary, which is 2(R/T)u y by Lemma 3. Thus

μ⟨w′y⟩ = (α/(lμ))⟨uy⟩_b − μ⟨w y′⟩.

In the last term put w = h + 2ḡ. The part with ḡ vanishes after integration over μ, because ḡ does not depend on μ and ∫μ y′ dμ = dJ/dx = 0. In the remainder, (8) gives h = −μ l u′, so

−∫₀¹ μ⟨h y′⟩ dμ = ∫₀¹ μ²l⟨u′y′⟩ dμ.

Hence (15) says B(u, y) = 2J. The choice y = u gives Q[u] = 2J, and (10) becomes (14). For any other admissible y,

0 ≤ Q[y − u] = Q[y] − 2B(u, y) + Q[u] = Q[y] − 4J + 2J = Q[y] − Q[u]. ∎

The three terms of Q describe dissipation: by the relaxation of u in the bulk, by the relaxation of h in the bulk, and by reflection at the boundaries.

**Proof of (c).** For the upper bound take the uniform trial function y = λμ²/(μ + α), with λ chosen to give the current J. With I = ∫₀¹ μ³/(μ + α) dμ = 1/(3F),

J = λI,
Q[y] = (1/l) ∫₀¹ y²(1 + α/μ) dμ = (λ²/l) ∫₀¹ μ³/(μ + α) dμ = λ²I/l.

By (14) and the minimum property,

ρ/ρ₀ ≤ (l/3)(λ²I/l)/(λ²I²) = 1/(3I) = F(α).

For the lower bound drop the nonnegative term with u′² from Q[u], and apply the Cauchy–Schwarz inequality to J at each x:

J² = (∫μ·u dμ)² ≤ ∫μ² dμ ∫u² dμ = (1/3)∫u² dμ,

and, at each boundary,

J² = (∫μ^{3/2}·uμ^{−1/2} dμ)² ≤ ∫μ³ dμ ∫(u²/μ) dμ = (1/4)∫(u²/μ) dμ.

So Q[u] ≥ (3J² + 4αJ²)/l, and (14) gives ρ/ρ₀ ≥ 1 + 4α/3. ∎

**Remark (accuracy and the two limits).** A scan of α from 10⁻³ to 10² finds that the bounds in (4) differ by at most 2.005 percent of F, reached near α = 0.57. The leading law 4α/3 at large α therefore belongs to the model itself, whatever the grain widths, since both bounds share it.

The slope at small α needs more care, because α can be small in two ways.

If r₀ → 0 at fixed l/D, the minimizing function tends to the bulk form 3Jμ. The first-order change of the minimum is then the boundary term of Q evaluated with that form:

(l/3)(α/l) ∫₀¹ 9μ² μ⁻¹ dμ = 3α/2.

Weak boundaries thus give the slope 3/2. The full Boltzmann solution for l/D = 0.1 and r₀ = 10⁻⁴ has (ρ/ρ₀ − 1)/α = 1.499.

If instead the boundaries are strong but far apart, the current can rearrange near each of them. Around a boundary at x_n take the trial function

y = 3Jμ + J(4μ² − 3μ) e^{−|x − x_n|/l}.

It carries the current J at every x, because ∫μ(4μ² − 3μ) dμ = 1 − 1 = 0. At the boundary it equals 4Jμ², the form that minimizes the boundary term; far away it has the bulk form. When every grain is much wider than l, the overlap of neighbouring layers is negligible. The cross term in ⟨y²⟩ vanishes by the same integral, and ∫e^{−2|x|/l} dx = l. The layers therefore add to Q

(J²/D) ∫₀¹ (4μ² − 3μ)²(1 + μ²) dμ = (J²/D)(1/5 + 3/35) = 2J²/(7D).

Multiplying by l/(3J²), and combining with the lower bound, we find

4α/3 ≤ ρ/ρ₀ − 1 ≤ 4α/3 + 2l/(21D).

Since l/D = α/(2r₀), the excess per α lies between 4/3 and 4/3 + 1/(21r₀). For r₀ = 50 this is between 1.3333 and 1.3343; the full solution with l/D = 0.001 gives 1.3341. So 1 + 3α/2 is the small-α limit of F, but it is the small-α resistivity of the model for weak boundaries, not for strong distant ones.

For equal grains, the uniform-current assumption is good when many weak boundaries lie within one mean free path. Periodicity and Lemma 3 then make w vary across each grain by 2(r₀/μ²)u. The quantity h, which is w less its integral over μ, is then proportional to r₀ at fixed α and μ, and by (8) u varies within a grain by a fraction that scales as (D/l)r₀ = αD²/(2l²), times a factor that depends on μ and α and becomes large near grazing incidence. At fixed α this vanishes as D/l → 0 except at grazing angles, which carry little current. For α = 1 and l/D = 50 the full solution for equal grains and F both round to 2.3778. A small mean distance D alone is not enough. If the boundaries form clusters much narrower than l, with wide gaps between them, the jumps of w in Lemma 3 add up within a cluster. Each cluster then acts like one boundary whose r₀ is the sum of the values of its members. If this sum is large, the current can rearrange around the cluster as described above.

**Remark (another angular law).** Suppose R did not depend on angle, and let a = (l/D)R/(1 − R). Lemma 3 still holds, and uniform u now gives u = 2lμ/(1 + 2aμ), so

ρ₀/ρ = 3 ∫₀¹ μ²/(1 + 2aμ) dμ.

For small a this is 1 − 6a∫μ³ dμ = 1 − 3a/2; for large a it is (3/(2a))∫μ dμ = 3/(4a). The leading limits of ρ/ρ₀ are again 1 + 3a/2 and 4a/3, but the function between them differs: at a = 1 it is 2.427, against F(1) = 2.378. Agreement with the two limits therefore does not establish formula (2).

**Example**

Take the round model parameters k_F = 0.7 bohr⁻¹, S = 0.3 hartree·bohr, l = 800 bohr and D = 400 bohr. Then

r₀ = (0.3/0.7)² = 0.1837,
R_n = 0.1837/1.1837 = 0.155,
R(45°) = 0.3673/1.3673 = 0.269,
α = 2 × (800/400) × 0.1837 = 0.735.

Formula (2) gives

ρ/ρ₀ = 1/{3[1/3 − 0.735/2 + 0.735² − 0.735³ ln(1 + 1/0.735)]} = 2.02.

The lower bound is 1 + 4 × 0.735/3 = 1.98. Solving the Boltzmann equation with explicit boundaries gives 2.0165 for equal grains and 2.0157 for one set of unequal grains with the same mean width. Formula (2) exceeds these by less than 0.2 percent, although there are only two boundaries per mean free path. If the factor 2 were omitted with R_n, α would be 0.367 and the ratio 1.52, about a quarter below the full solution.

For the absolute resistivity the bulk value is needed. With g = lc, the current per unit field is

σ₀ = [2/(2π)³] ∫ d³k v l c² (−∂f₀/∂ε), v = k.

The angular integral is 2π∫₋₁¹ c² dc = 4π/3. The radial one is ∫k² v l(−∂f₀/∂ε) dk = k_F² l, because v dk = dε. Hence σ₀ = k_F² l/(3π²), and

ρ₀ = 3π²/(k_F² l) = 3π²/(0.49 × 800) = 0.0755 a.u. = 1.64 μΩ cm,
ρ = F ρ₀ = 2.02 ρ₀ = 0.153 a.u. = 3.32 μΩ cm from formula (2), which is the upper bound; the full solution for equal grains gives 2.0165 × 1.642 = 3.31 μΩ cm.

**Remark (dependence on l, and failure of the model)**

The product ρ₀α = 6π²r₀/(k_F²D) does not contain l. The trial function 3Jμ in (14) gives ρ/ρ₀ ≤ 1 + 3α/2 for every α, so with (4)

(4/3)ρ₀α ≤ ρ − ρ₀ ≤ (3/2)ρ₀α.

Within the model, changing l at fixed boundaries can thus change the boundary contribution by a factor of at most 9/8. Bulk and boundary resistivities are nearly, but not strictly, additive.

The result does not apply when its assumptions fail. If phase is preserved between boundaries, amplitudes must be added and assumption (iv) is lost. This matters most for D < l: bulk scattering is elastic, so with ideally flat planes an electron crosses about l/D of them coherently. For two planes of the example the flux-averaged transmission is 0.517 whether probabilities or amplitudes are combined. For fifty planes with k_F = 0.7 bohr⁻¹, S = 0.07 hartree·bohr and D = 16 bohr (r₀ = 0.01, and l/D = 50 for l = 800 bohr) it is 0.45 from probabilities, but 0.82 from amplitudes at equal spacing and about 0.41 at random spacing. The results for equal grains and for many boundaries per mean free path therefore presuppose that dephasing or boundary roughness removes the interference. If the current flows parallel to the planes, these specular boundaries do not degrade it, since they conserve parallel momentum; boundaries of mixed orientation need a separate calculation. A potential of finite thickness, or a nonspherical Fermi surface, can change the angular law (5) and the function F, which must then be calculated anew. The numerical check tests formula (2) and the bounds (4) against the position-dependent Boltzmann equation, but under the same assumptions (i)–(iv).

Values computed for the example and the checks

```
Fermi wavevector kF = 0.700 bohr^-1
barrier strength S = 0.300 hartree bohr
mean free path l = 800 bohr, spacing D = 400 bohr
r0 = (S/vF)^2 = 0.18367
R normal incidence: formula 0.15517, Schroedinger 0.15535
R at 45 degrees: formula 0.26866, Schroedinger 0.26892
flux average of (1-R)/R = 2.72222
alpha = 0.73469
rho/rho0, Mayadas-Shatzkes (upper bound) = 2.01952
rho/rho0, lower bound 1+4alpha/3 = 1.97959
rho/rho0, full Boltzmann, equal grains = 2.01650
rho/rho0, full Boltzmann, unequal grains = 2.01567
unequal widths / D: [1.452 0.911 1.494 0.37  1.031 0.741]
alpha if factor 2 is omitted = 0.36735
rho/rho0 if factor 2 is omitted = 1.51894
rho0 = 0.07553 a.u. = 1.6421 microohm cm
rho = 0.15254 a.u. = 3.3162 microohm cm
alpha | MS ratio | 1+3alpha/2 | 4alpha/3 | 4alpha/3+16/15
  0.01 | 1.01493 | 1.01500 | 0.01333 | 1.08000
  0.10 | 1.14573 | 1.15000 | 0.13333 | 1.20000
  1.00 | 2.37779 | 2.50000 | 1.33333 | 2.40000
 10.00 | 14.39665 | 16.00000 | 13.33333 | 14.40000
100.00 | 134.39965 | 151.00000 | 133.33333 | 134.40000
small-alpha slope from integral = 1.49993
small-alpha second coefficient = -0.7478
large-alpha slope from integral = 1.33344
large-alpha offset from integral = 1.06666
largest relative width of bracket = 2.005 percent at alpha = 0.572
full Boltzmann, alpha=1, l/D=50: 2.37778
excess/alpha, weak (l/D=0.1, r0=1e-4): 1.4993
excess/alpha, strong (l/D=0.001, r0=50): 1.3341
constant R, a=1: integral 2.42730, full Boltzmann (l/D=50) 2.42729
```
